# Pseudo norm in high-energy PAW pair densities and the GW basis limit

## A number to explain

Two electrons occupy the 1s orbital of the potential $-2/r$ in a hard sphere of radius 5 bohr. The $G_0W_0$ correlation self-energy of this orbital is computed with all-electron (AE) orbitals and with a PAW data set that reproduces the 1s level but whose pseudo orbital carries a norm of 0.831 instead of 1. With the Coulomb kernel cut at $G_c=6$ bohr$^{-1}$ the two results are 12.99 and 12.77 mHa. At $G_c=32$ bohr$^{-1}$ they are 1.42 and 5.80 mHa, and the extrapolated limits are 1.36 and 5.78 mHa. Raising the cutoff from 6 to 32 bohr$^{-1}$ drives the calculations apart, and the converged quasiparticle energies differ by 116 meV. The near agreement at 6 bohr$^{-1}$ lies close to a change of sign of the difference, which is already $6.75-3.90=+2.85$ mHa at 10 bohr$^{-1}$. Of the 116 meV, 63 meV is traced below to pair densities alone; nearly all of the rest arises in the s channel and is not assigned to a single cause.

Hartree atomic units are used, for a closed-shell system with a gap and real orbitals in a cell of volume $\Omega$. Fourier components are $\rho(\mathbf g)=\int\rho\,e^{-i\mathbf g\cdot\mathbf r}d^3r$, $\rho_i=\psi_i^2$, and $\rho=2\sum_j\rho_j$ runs over occupied orbitals.

## The terms that the PAW pair density drops

A data set has partial waves $\phi_n$, pseudo partial waves $\tilde\phi_n$ equal to $\phi_n$ for $r>r_c$, and projectors $p_n$ confined to $r<r_c$ with $\langle p_m|\tilde\phi_n\rangle=\delta_{mn}$. Let $\Delta_n=\phi_n-\tilde\phi_n$, $c_n^a=\langle p_n|\tilde\psi_a\rangle$ and $P=\sum_n|\tilde\phi_n\rangle\langle p_n|$. The reconstructed orbital is $\psi_a=\tilde\psi_a+\delta_a$ with $\delta_a=\sum_n\Delta_nc_n^a$. For $O=e^{i\mathbf G\cdot\mathbf r}$,

$$\langle\psi_i|O|\psi_a\rangle=\langle\tilde\psi_i|O|\tilde\psi_a\rangle+\langle\delta_i|O|\tilde\psi_a\rangle+\langle\tilde\psi_i|O|\delta_a\rangle+\langle\delta_i|O|\delta_a\rangle .$$

In the two cross terms write $\tilde\psi=P\tilde\psi+(1-P)\tilde\psi$. The parts with $P$ and the last term sum to $\sum_{mn}c_m^ic_n^a\,[\langle\Delta_m|O|\tilde\phi_n\rangle+\langle\tilde\phi_m|O|\Delta_n\rangle+\langle\Delta_m|O|\Delta_n\rangle]$. Since $\phi=\tilde\phi+\Delta$, the bracket equals $Q_{mn}(\mathbf G)=\langle\phi_m|O|\phi_n\rangle-\langle\tilde\phi_m|O|\tilde\phi_n\rangle$. Therefore

$$\langle\psi_i|O|\psi_a\rangle=\langle\tilde\psi_i|A_{\mathbf G}|\tilde\psi_a\rangle+\langle\delta_i|O(1-P)|\tilde\psi_a\rangle+\langle\tilde\psi_i|(1-P^\dagger)O|\delta_a\rangle,$$

$$A_{\mathbf G}=e^{i\mathbf G\cdot\mathbf r}+\sum_{mn}|p_m\rangle Q_{mn}(\mathbf G)\langle p_n| .$$

PAW keeps the first term. The other two vanish if $P=1$ inside the sphere. The full $Q_{mn}(\mathbf G)$ is used here, with no further approximation of the augmentation charge.

Let $a$ be a high-lying state, $\tilde\psi_a\approx\Omega^{-1/2}e^{-i\mathbf K\cdot\mathbf r}$. Then $c_n^a$ is a Fourier component of $p_n$ and tends to zero as $K\to\infty$ by the Riemann–Lebesgue lemma, for integrable projectors in finite number. The augmentation and the second dropped term vanish with $c^a_n$. The first dropped term tends to $\Omega^{-1/2}\int\delta_i\,e^{i(\mathbf G-\mathbf K)\cdot\mathbf r}d^3r$, which depends on $\mathbf G-\mathbf K$ alone and does not decay when $\mathbf G$ and $\mathbf K$ grow together. It is the difference between the Fourier components of $\psi_i$ and of $\tilde\psi_i$.

## Closure: the strength tends to the pseudo norm

The plane-wave assumption can be removed. The pseudo orbitals solve $\tilde H\tilde\psi=\varepsilon S\tilde\psi$ with $S=A_0=1+\sum|p_m\rangle q_{mn}\langle p_n|$, $q_{mn}=Q_{mn}(0)$, and $S$ positive definite. Collect all eigenvectors as columns of $U$. The normalisation $U^\dagger SU=1$ gives $S=(UU^\dagger)^{-1}$, so $\sum_a|\tilde\psi_a\rangle\langle\tilde\psi_a|=S^{-1}$, whatever $\tilde H$ is.

Try $S^{-1}=1-\sum|p_m\rangle M_{mn}\langle p_n|$. With $o_{mn}=\langle p_m|p_n\rangle$, the product $SS^{-1}$ is $1+\sum|p\rangle(q-M-qoM)\langle p|$, which is 1 for $M=(1+qo)^{-1}q$. This matrix is finite and independent of $\mathbf G$.

Define $N_i(\mathbf G,\mathbf G')=\sum_a\langle\tilde\psi_i|A_{\mathbf G}|\tilde\psi_a\rangle\langle\tilde\psi_a|A_{\mathbf G'}^\dagger|\tilde\psi_i\rangle$, summed over all states. Since $Q_{mn}(\mathbf G)^*=Q_{nm}(-\mathbf G)$, one has $A_{\mathbf G}^\dagger=A_{-\mathbf G}$, and

$$N_i=\langle x_{\mathbf G}|S^{-1}|x_{\mathbf G'}\rangle,\qquad x_{\mathbf G}=e^{-i\mathbf G\cdot\mathbf r}\tilde\psi_i+\sum_np_n\eta_n(\mathbf G),\qquad \eta_n=\sum_mQ_{nm}(-\mathbf G)c_m^i .$$

With $t_n(\mathbf G)=\langle p_n|e^{-i\mathbf G\cdot\mathbf r}\tilde\psi_i\rangle$, primes for $\mathbf G'$, and $\langle p|x\rangle=t+o\eta$, multiplication gives

$$N_i=\tilde\rho_i(\mathbf G'-\mathbf G)+t^\dagger\eta'+\eta^\dagger t'+\eta^\dagger o\,\eta'-(t+o\eta)^\dagger M(t'+o\eta') .$$

Both $t_n$ and $\eta_n$ are Fourier transforms of integrable functions, $p_n\tilde\psi_i$ and $\phi_n\phi_m-\tilde\phi_n\tilde\phi_m$, so they vanish at large argument. For $G,G'\to\infty$ at fixed $\mathbf G-\mathbf G'$,

$$N_i(\mathbf G,\mathbf G')\to\tilde\rho_i(\mathbf G'-\mathbf G),\qquad N_i(\mathbf G,\mathbf G)\to\langle\tilde\psi_i|\tilde\psi_i\rangle=1-q_i,$$

where $q_i=\sum c^i_mq_{mn}c^i_n$ follows from $\langle\tilde\psi_i|S|\tilde\psi_i\rangle=1$. At $\mathbf G=0$ the strength is $\langle\tilde\psi_i|SS^{-1}S|\tilde\psi_i\rangle=1$. With AE orbitals closure is the identity, so $N_i=\rho_i(\mathbf G'-\mathbf G)$ for every $\mathbf G,\mathbf G'$ and the diagonal strength is 1.

## The self-energy as a sum over poles

For $\omega$ in the gap, the $G_0W_0$ correlation self-energy is $\Sigma_c=-\int\frac{d\nu}{2\pi}G_0(\omega+i\nu)W^c(i\nu)$, with $W^c=W-v$ and $G_0=\sum_n|n\rangle\langle n|/(\omega+i\nu-\varepsilon_n)$. $W^c$ is even in $\nu$, and $1/(x+i\nu)+1/(x-i\nu)=2x/(x^2+\nu^2)$, so with $x_n=\omega-\varepsilon_n$

$$\Sigma_c(\omega)=-\frac1\pi\sum_n\int_0^\infty d\nu\,W^c_{in}(i\nu)\frac{x_n}{x_n^2+\nu^2},\qquad W^c_{in}=(in|W^c|in).$$

Each pair $jb$, occupied to empty with $\epsilon_{jb}=\varepsilon_b-\varepsilon_j$, enters $\chi_0$ with weight $D_{jb}=-4\epsilon_{jb}/(\epsilon_{jb}^2+\nu^2)$, a factor 2 from spin and $2\epsilon/(\epsilon^2+\nu^2)$ from the poles at $\pm\epsilon$. Let $\mathcal K$ be the Coulomb matrix among pairs and $k_{jb}=(in|jb)$. The RPA series $v\chi_0v+v\chi_0v\chi_0v+\dots$ becomes $k^T(D+D\mathcal KD+\dots)k=k^T(D^{-1}-\mathcal K)^{-1}k$. Factoring $\epsilon^{-1/2}/2$ out of $D^{-1}-\mathcal K$ on both sides,

$$W^c_{in}=-4k^T\epsilon^{1/2}\big[\nu^2+\epsilon^2+4\epsilon^{1/2}\mathcal K\epsilon^{1/2}\big]^{-1}\epsilon^{1/2}k=-\sum_sw_{ns}^2\frac{2\lambda_s}{\lambda_s^2+\nu^2},$$

where $\lambda_s^2$ and $\zeta_s$ are the eigenvalues and eigenvectors of $\epsilon^2+4\epsilon^{1/2}\mathcal K\epsilon^{1/2}$ and $w_{ns}^2=2(k^T\epsilon^{1/2}\zeta_s)^2/\lambda_s$. Partial fractions give $\int_0^\infty d\nu/[(\lambda^2+\nu^2)(x^2+\nu^2)]=\frac{1}{x^2-\lambda^2}\frac\pi2\left(\frac1\lambda-\frac1{|x|}\right)=\pi/[2\lambda|x|(\lambda+|x|)]$. Each term contributes $w^2\,\mathrm{sgn}(x)/(\lambda+|x|)$, that is

$$\Sigma_c(\omega)=\sum_{a,s}\frac{w_{as}^2}{\omega-\varepsilon_a-\lambda_s}+\sum_{k,s}\frac{w_{ks}^2}{\omega-\varepsilon_k+\lambda_s},$$

with $a$ empty and $k$ occupied. This form continues to $\omega=\varepsilon_i$. The particle term is negative there and, for the highest occupied level, the hole term positive. The linearised quasiparticle energy is $\varepsilon_i+\langle\text{static part}\rangle z+z\Sigma_c(\varepsilon_i)$ with $z=1/(1-\partial_\omega\Sigma_c)$.

Dropping $\mathcal K$ inside the bracket gives second order, $\lambda\to\epsilon_{jb}$ and $w^2\to2(in|jb)^2$. For a pair of wave number $G$ the neglected ratio $4\mathcal K/\epsilon$ scales as $v(G)n/G^2\propto n/G^4$ for a density $n$, with $v(G)=4\pi/G^2$. This is a scaling estimate whose power is not tested here; in the example the second-order and full increments between $G_c=30$ and 32 bohr$^{-1}$ are tested to agree within 1% and have ratio 0.9989. That deficit arises in the s channel, which holds the hole term; for $l\ge1$ alone the ratio is 1.0001, so 0.9989 is not a measure of $4\mathcal K/\epsilon$ for high pairs.

## The basis-set tail

Cut the kernel, $(ia|jb)=\Omega^{-1}\sum_{G<G_c}v(G)\langle i|e^{i\mathbf G\cdot\mathbf r}|a\rangle\langle j|e^{-i\mathbf G\cdot\mathbf r}|b\rangle$. The hole term needs a large-$G$ component of the occupied product $\psi_i\psi_k$. With a nuclear cusp such components fall as $G^{-4}$, and the missing part of an integral between low states scales as $\int_{G_c}^\infty G^2G^{-2}G^{-4}G^{-4}dG\propto G_c^{-7}$, beyond the orders kept here. The particle term is

$$\Sigma=\frac{2}{\Omega^2}\sum_{\mathbf G\mathbf G'}v(G)v(G')\sum_{jab}\frac{\langle i|e^{i\mathbf G\cdot\mathbf r}|a\rangle\langle a|e^{-i\mathbf G'\cdot\mathbf r}|i\rangle\langle j|e^{-i\mathbf G\cdot\mathbf r}|b\rangle\langle b|e^{i\mathbf G'\cdot\mathbf r}|j\rangle}{\omega+\varepsilon_j-\varepsilon_a-\varepsilon_b}.$$

Set $\mathbf K=(\mathbf G+\mathbf G')/2$ and $\mathbf g=\mathbf G-\mathbf G'$, with $K$ large against the momenta in the occupied orbitals. State $a$ must carry momentum near $-\mathbf K$ and $b$ near $+\mathbf K$, each with energy $K^2/2$, so the denominator is $-K^2$. Its first correction is linear in $\mathbf K$, of relative order $1/K$, and cancels between $\mathbf K$ and $-\mathbf K$, because the leading weight and the cutoff region found below are even in $\mathbf K$ at fixed $\mathbf g$. Also $G^2G'^2=(K^2+g^2/4)^2-(\mathbf K\cdot\mathbf g)^2=K^4[1+O(K^{-2})]$. The sums over $a$ and $b$ can be extended to all states, since occupied states add large-$G$ components of occupied products. Closure gives $\rho_i(-\mathbf g)$ and $\rho_j(\mathbf g)$, and $2\sum_j\rho_j=\rho$, so the summand becomes

$$-\frac{(4\pi)^2}{\Omega^2}\frac{\rho_i(-\mathbf g)\rho(\mathbf g)}{K^6}\,[1+O(K^{-2})].$$

A term is kept if both $|\mathbf K\pm\mathbf g/2|\approx K\pm\hat{\mathbf K}\cdot\mathbf g/2$ lie below $G_c$, so it is missing for $K>G_c-s$ with $s=|\hat{\mathbf K}\cdot\mathbf g|/2$. The angular mean of $|\cos\theta|$ is $1/2$, so $\bar s=g/4$, and

$$\sum_{\mathbf K}^{\rm missing}K^{-6}=\frac{\Omega}{(2\pi)^3}\int d\hat{\mathbf K}\,\frac{1}{3(G_c-s)^3}=\frac{\Omega}{(2\pi)^3}\frac{4\pi}{3}\left[\frac1{G_c^3}+\frac{3g}{4G_c^4}+\dots\right].$$

The prefactor is $16\pi^2\cdot4\pi/(3\cdot8\pi^3\,\Omega)=8/(3\Omega)$. The missing terms are negative, so the truncated sum lies above the limit. Parseval's theorem, $\Omega^{-1}\sum_{\mathbf g}\rho_i(-\mathbf g)\rho(\mathbf g)=\int\rho_i\rho\,d^3r$, and $\frac83\cdot\frac34=2$ give

$$\Sigma_c(G_c)=\Sigma_c(\infty)+\frac{A}{G_c^3}+\frac{B}{G_c^4}+O(G_c^{-5}),$$

$$A=\frac83\int\rho_i\rho\,d^3r,\qquad B=\frac2\Omega\sum_{\mathbf g}g\,\rho_i(-\mathbf g)\rho(\mathbf g).$$

For an isolated system $\Omega^{-1}\sum_{\mathbf g}\to\int d^3g/(2\pi)^3$. The number of plane waves is $N_{\rm PW}=\Omega G_c^3/6\pi^2$, so the leading term is $\frac{4}{9\pi^2}\frac{\Omega}{N_{\rm PW}}\int\rho_i\rho\,d^3r$. The series is asymptotic: it needs $G_c$ far above the width of $\rho(\mathbf g)$, and with cusps the weight $\rho_i\rho\sim g^{-8}$ has finite moments $\langle g^n\rangle$ for $n\le4$ and no further. It also assumes that the empty states are converged at each $G_c$.

## The PAW tail and the wrong limit

In PAW the nonlocal parts of $\tilde H$ and $S$ act on a high state through $c_n^a\to0$, so its energy is again $K^2/2$ to leading order. The closure sums now tend to $\tilde\rho_i(-\mathbf g)$ and $\tilde\rho_j(\mathbf g)$. The same law follows with $\tilde A=\frac83\int\tilde\rho_i\tilde\rho$ and the matching $\tilde B$, once $t$ and $\eta$ are negligible. For a cutoff $G_1$ at which both laws hold, subtraction gives the error of the limit, PAW minus AE:

$$\delta\Sigma_c(\infty)=\delta\Sigma_c(G_1)+\frac{A-\tilde A}{G_1^3}+\frac{B-\tilde B}{G_1^4}+\dots$$

Agreement at $G_1$ therefore turns into disagreement in the limit when $A\ne\tilde A$, and the limit is correct in that case through a compensating error below $G_1$ alone. If the projectors were perfect below a wave number $G_p$ and blind above it, the error would be $(A-\tilde A)/G_p^3$ to leading order, positive for $A>\tilde A$. The real crossover is gradual, so this relation serves below as the definition of an effective $G_p$.

Two qualifications follow. First, the error is finite and depends on the data set. As $P\to1$ in the sphere the dropped terms vanish at each fixed $G$, yet for every finite set the coefficient at $G_c\to\infty$ remains $\tilde A$; the two limits do not commute. Second, the norm is the $\mathbf g=0$ member of the Parseval sum, $\rho_i(0)-\tilde\rho_i(0)=q_i$. For a spherical difference confined to $r<r_c$, expanding $j_0(gr)$ gives $\rho_i(g)-\tilde\rho_i(g)=q_i+O(g^2r_c^2)$. Norm conservation, $q_i=0$, repairs the components with $gr_c\ll1$ and leaves those with $gr_c\gtrsim1$ free. If the $\mathbf g=0$ term dominated the sum, one doubly occupied orbital would give $\tilde A/A=(1-q)^2$; for a localised orbital it does not dominate.

## The model

Two electrons fill the 1s orbital of $-Z/r$, $Z=2$, in a hard sphere of radius 5 bohr, with $r_c=1$ bohr. The potential is treated as the mean field and the static part is set to zero in all calculations. The level is $\varepsilon=-1.999997$ Ha. The self-energies below belong to this sphere: a radius of 7 or 10 bohr raises the AE and US values by about 0.03 mHa each and changes their quasiparticle difference by less than 0.1 meV.

Write orbitals as $u(r)Y_{Lm}/r$ with real harmonics. The expansion $e^{i\mathbf G\cdot\mathbf r}=4\pi\sum i^Lj_L(Gr)Y_{Lm}(\hat{\mathbf G})Y_{Lm}(\hat{\mathbf r})$ and $Y_{00}=(4\pi)^{-1/2}$ give $\langle1|e^{i\mathbf G\cdot\mathbf r}|a\rangle=\sqrt{4\pi}\,i^LY_{Lm}(\hat{\mathbf G})I_a$ with $I_a=\int u_1u_aj_L(Gr)\,dr$. Then

$$(1a|1b)=\int\frac{d^3G}{(2\pi)^3}\frac{4\pi}{G^2}\,4\pi\,Y_{Lm}Y_{L'm'}\,i^L(-i)^{L'}I_aI_b=\delta_{LL'}\delta_{mm'}\frac2\pi\int_0^{G_c}I_aI_b\,dG,$$

and $\sum_mY_{Lm}^2=(2L+1)/4\pi$ gives $N(G)=\sum_L(2L+1)\sum_aI_a^2$. The full pole sum is evaluated for $L\le60$ and states below 1350 Ha.

Inside $r_c$ the pseudo radial function $\tilde u/r$ is the even polynomial $2.520-3.158r^2+1.818r^4-0.415r^6$, matched to the 1s function through the third derivative. This norm-violating choice, labelled US, has $q=0.1686$. Adding $\alpha y^4$, with $y=1-r^2/r_c^2$ and $\alpha=1.064$ bohr$^{-3/2}$, keeps the matching and gives $q=0$, labelled NC.

The s channel has one Vanderbilt projector. With kinetic energy $T$ and $\tilde V=-(Z/r_c)(1+y/2+3y^2/8)$ inside $r_c$, put $\chi=(\varepsilon-T-\tilde V)\tilde u$, $\beta=\langle\tilde u|\chi\rangle$, $p=\chi/\beta$, $\tilde H=T+\tilde V+(\beta+\varepsilon q)|p\rangle\langle p|$ and $S=1+q|p\rangle\langle p|$. Since $\langle p|\tilde u\rangle=1$, $(\tilde H-\varepsilon S)\tilde u=-\chi+\beta p=0$, so the 1s level is reproduced.

The channels $l\ge1$ are left unpseudised, with $\tilde\phi=\phi$ and potential $-Z/r$, so their states are the AE states and the pair density alone errs. With $\delta=u_1-\tilde u$, PAW gives $I_a=\langle\tilde u|j_L|u_a\rangle+\langle\delta|j_LP|u_a\rangle$, which misses $\langle\delta|j_L(1-P)|u_a\rangle$. The partial waves are $N$ regular solutions at $E_n=[3(n-1)]^2/2$ Ha for $l\le l_{\max}$, and $P$ is the least-squares fit to them under the weight $y^2$. The base set has $l_{\max}=2$, $N=2$.

## Results

The US strength $N(G)$ is 1.0000 at $G=0.001$, 0.977 at 4, 0.890 at 8, 0.834 at 12 and 0.83138 at 32 bohr$^{-1}$, equal to $1-0.16862$. The values are quoted as $1-(N_{\rm AE}-N_{\rm PAW})$, which removes the truncation in $L$ common to both sums. The NC strength returns to 1 but overshoots to 1.006 at 8 bohr$^{-1}$, where $t$ and $\eta$ are not yet negligible.

For the free AE orbital $\rho_1=(Z^3/\pi)e^{-2Zr}$ gives $\int\rho_1\rho=2(Z^6/\pi^2)\,4\pi\cdot2/(4Z)^3=Z^3/4\pi$; the confined value is 0.6366 bohr$^{-3}$, so $A=\frac83\times0.6366=1.698$. The explicit sums for $16\le G_c\le32$ bohr$^{-1}$ were fitted to a constant and $G_c^{-3},G_c^{-5},G_c^{-6}$ after removal of $B/G_c^4$, with $B$ from the density.

| set | $\int\rho_1\rho$ (bohr$^{-3}$) | $A$ | $A$ fitted | $B$ |
|---|---|---|---|---|
| AE | 0.6366 | 1.698 | 1.675 | 4.32 |
| US | 0.2577 | 0.687 | 0.693 | 1.25 |
| NC | 0.5458 | 1.455 | 1.471 | 3.16 |

$A$ is in Ha bohr$^{-3}$ and $B$ in Ha bohr$^{-4}$. Relative to the formula the fits deviate by $-1.3\%$, $+0.8\%$ and $+1.1\%$, inside the tested 3%. The US tail is 0.405 of the AE tail (fit 0.41), well below $(1-q)^2=0.691$. The NC tail is 0.857 of it (fit 0.88), so norm conservation leaves 14% of $A$ missing in this model.

The US error beyond 32 bohr$^{-1}$ is predicted as $1.0104/32^3+(4.320-1.250)/32^4=0.0308+0.0029=0.034$ mHa. The error is $5.798-1.417=4.381$ mHa at that cutoff and $5.775-1.360=4.415$ mHa in the fitted limit, a growth of 0.034 mHa. This is a consistency check, as the limit comes from a fit of the same form.

The AE limit of 1.36 mHa is a near cancellation between $+57.46$ mHa from the s channel, which contains the hole term, and $-56.10$ mHa from $l\ge1$. The s parts are taken at $G_c=32$ bohr$^{-1}$, and the extrapolation beyond that cutoff is counted with $l\ge1$. Errors are best referred to the parts. For $l\ge1$ US gives $-53.68$ mHa, an error of $+2.42$ mHa or 4.3% of the AE part, and NC errs by $+0.39$ mHa or 0.7%. Multiplied by $z=0.958$ these are 63 and 10 meV. The effective wave number is $G_p=(1.0104/0.002418)^{1/3}=7.5$ bohr$^{-1}$, in the range where the US strength is falling. It is a scale and not a prediction, since at 7.5 bohr$^{-1}$ the $B$ term, $3.07/7.48=0.41$, is 41% of $A-\tilde A$.

The s channel adds $+2.00$ mHa for US and $+0.21$ mHa for NC, for US 83% of the error of all $l\ge1$ channels together. Here the single projector changes the empty states themselves, both their radial shapes and their levels (the second s level is $-0.4426$ Ha for US against $-0.4512$ Ha), and pair-density terms are dropped as well. The calculation does not separate these effects or fix their signs, so the 63 meV is the $l\ge1$ part, where pair densities alone err, and not the whole pair-density error; the rest is not assigned. The totals are

$$\varepsilon_{QP}^{\rm AE}=-1.999997+0.9577\times0.001360=-1.99869\ \text{Ha}=-54.39\ \text{eV},$$

$$\varepsilon_{QP}^{\rm US}=-1.999997+0.9604\times0.005775=-1.99445\ \text{Ha}=-54.27\ \text{eV},$$

a difference of 116 meV, against 16 meV for NC. At $G_c=6$ bohr$^{-1}$ the ranking is reversed: US errs by $12.77-12.99=-0.22$ mHa and NC by $12.57-12.99=-0.42$ mHa, so in this model a comparison at that cutoff does not reveal which set has the better limit.

With the US pseudo orbital and its $q=0.1686$ held fixed, enlarging the $l\ge1$ set lowers the $l\ge1$ error at $G_c=32$ bohr$^{-1}$ from 2.38 mHa at $(l_{\max},N)=(2,2)$ to 0.84 at (4,3), 0.18 at (8,5) and 0.021 mHa at (14,8), whose highest partial wave lies at 220.5 Ha. These are not yet the errors of the limit: the tail beyond 32 bohr$^{-1}$ adds up to 0.034 mHa to each, which is below 5% for the first two sets but brings the last two to roughly 0.21 and 0.05 mHa. The pseudo density, through $\int\tilde\rho_1\tilde\rho$ and not through $q$ alone, fixes $A-\tilde A$, which is the same for all four sets; the reach of the partial waves sets how large the resulting error is. The numerical check below also tests the kernel against a radial Poisson solution and the pole sum against the frequency integral for $L\le2$, the absence of an s-channel ghost state below $\varepsilon+1$ Ha, and the s-channel closure against the closed form of $S^{-1}$.

## Computed results

```
Z = 2, rc = 1.0 bohr, Rbox = 5.0 bohr, Lmax = 60, state cutoff = 1350 Ha
eps_1s = -1.999997 Ha, (11|11) = 1.25002 Ha
matched polynomial coefficients r^0,r^2,r^4,r^6 (a.u.) = [ 2.52001 -3.15798  1.81823 -0.41468]
alpha NC = 1.06398 bohr^-3/2
norm deficit q: US = 0.16862, NC = 0.00000
US pseudo norm = 0.83138, squared = 0.69120
second s level (Ha): AE -0.45122, US -0.44261, NC -0.44843
closure strength N(G), set lmax=2 N=2: G (1/bohr), US, NC
   0.001  1.00000  1.00000
   2.000  0.99766  1.00044
   4.000  0.97726  1.00445
   8.000  0.89010  1.00572
  12.000  0.83397  1.00156
  16.000  0.83145  1.00011
  24.000  0.83138  1.00000
  32.000  0.83138  1.00000
AE closure strength at G = 12/bohr: 1.000000
Sigma_c(eps_1s) in mHa: Gc (1/bohr), AE, US, NC
    6  12.9895  12.7696  12.5670
   10  3.8961  6.7476  4.0370
   16  1.8839  5.9661  2.3810
   20  1.6125  5.8705  2.1666
   24  1.5007  5.8295  2.0764
   32  1.4168  5.7978  2.0074
AE: int rho1 rho = 0.63664 bohr^-3, A = 1.6977, A fit = 1.6749 Ha/bohr^3, B = 4.3201 Ha/bohr^4
US: int rho1 rho = 0.25774 bohr^-3, A = 0.6873, A fit = 0.6925 Ha/bohr^3, B = 1.2503 Ha/bohr^4
NC: int rho1 rho = 0.54577 bohr^-3, A = 1.4554, A fit = 1.4712 Ha/bohr^3, B = 3.1621 Ha/bohr^4
US/AE tail ratio: formula 0.4048, fit 0.4134
NC/AE tail ratio: formula 0.8573, fit 0.8784
second-order / G0W0 increment, Gc 30 to 32 per bohr: 0.99885
AE: Sigma(inf) = 1.360 mHa (s 57.458, l>=1 -56.098), z = 0.9577
US: Sigma(inf) = 5.775 mHa (s 59.456, l>=1 -53.680), z = 0.9604
NC: Sigma(inf) = 1.959 mHa (s 57.670, l>=1 -55.711), z = 0.9585
AE: eps_QP = -1.99869 Ha = -54.387 eV
US: eps_QP = -1.99445 Ha = -54.272 eV
NC: eps_QP = -1.99812 Ha = -54.372 eV
US: limit error l>=1 = 2.418 mHa, times z = 63.0 meV
US: s-channel error = 1.998 mHa, total QP error = 115.5 meV
NC: limit error l>=1 = 0.387 mHa, times z = 10.1 meV
NC: s-channel error = 0.212 mHa, total QP error = 15.7 meV
A - A_US = 1.0104 Ha/bohr^3, effective Gp = 7.48 1/bohr
US l>=1 error at Gc = 32/bohr versus partial-wave set:
  lmax =  2, N = 2, top energy 4.5 Ha: 2.3834 mHa
  lmax =  4, N = 3, top energy 18.0 Ha: 0.8391 mHa
  lmax =  8, N = 5, top energy 72.0 Ha: 0.1775 mHa
  lmax = 14, N = 8, top energy 220.5 Ha: 0.0206 mHa
```
